# Bias-induced upward shift of the permittivity maximum in a second-order ferroelectric

A tunable capacitor is to hold its capacitance steady against small temperature changes while a bias voltage is applied. The choice to be made is the composition of its ferroelectric, which sets the zero-bias transition temperature $T_0$. The first-order temperature drift vanishes where the permittivity has its maximum, but the bias moves that maximum. One must therefore know how far below the working temperature $T_0$ should lie. The theorem below gives this distance, which grows as the two-thirds power of the field.

## Setting and assumptions

Let $P$ be the polarization along the bias field $E$. The free-energy density at fixed field is

$$F(P)=\tfrac12 aP^2+\tfrac14 bP^4-EP,\qquad a=a_0(T-T_0).$$

The assumptions are these.

1. The coefficients $a_0>0$ and $b>0$ do not depend on temperature. Positive $b$ makes the zero-bias transition continuous (second order).
2. The polarization is uniform, and fluctuations about it are neglected; this is a mean-field description.
3. The bias is steady, with $E>0$. The probing field is small, parallel to the bias, and slow enough for $P$ to follow it in equilibrium at constant temperature.
4. The state is the global minimum of $F$.

The susceptibility is $\chi=(\partial P/\partial E)_T$, and the relative permittivity is taken as $\varepsilon=\chi/\varepsilon_0$. A constant background added to $\varepsilon$ would raise the whole curve without moving its maximum. At zero bias above $T_0$ the polarization vanishes and $1/\chi=a$, so that

$$\varepsilon=\frac{C}{T-T_0},\qquad C=\frac{1}{\varepsilon_0a_0}.$$

This is the Curie–Weiss law, with Curie constant $C$.

## Two lemmas

**Lemma 1.** For every real $a$ there is one positive equilibrium polarization, and it is the global minimum of $F$.

*Proof.* Setting $\partial F/\partial P=0$ gives

$$E=aP+bP^3. \tag{1}$$

For $P>0$, divide by $P$ to obtain $E/P=a+bP^2$. The left side falls steadily from infinity to zero as $P$ grows, and the right side rises steadily from $a$ to infinity. They cross once.

For any $P>0$, the even terms of $F$ cancel in the difference $F(-P)-F(P)=2EP>0$, so no negative polarization can be the global minimum. Nor can $P=0$, where the slope of $F$ is $-E<0$. Since $F$ grows without limit at large $|P|$, a minimum exists, and it must be the positive root. ∎

**Lemma 2.** In this state

$$\frac1\chi=a+3bP^2=\frac EP+2bP^2. \tag{2}$$

At fixed $E$, $P$ decreases steadily as $a$ increases and takes each positive value once.

*Proof.* Differentiating (1) with respect to $E$ at fixed temperature gives $1=(a+3bP^2)\chi$, the first form. Equation (1) also gives

$$a=\frac EP-bP^2. \tag{3}$$

Inserting this in the first form gives $E/P-bP^2+3bP^2$, which is the second. In (3) both terms decrease as $P$ increases, and $a$ runs from $+\infty$ at $P\to0$ to $-\infty$ at $P\to\infty$. The relation between $a$ and $P$ is therefore one-to-one and decreasing. ∎

Lemma 2 allows $P$ to replace temperature as the variable in the search for the maximum, which avoids solving the cubic (1).

## The theorem

**Theorem.** At fixed $E>0$ the permittivity has one maximum as a function of temperature. It lies at

$$a_m=3b\left(\frac{E}{4b}\right)^{2/3},\qquad T_m-T_0=\frac{3b}{a_0}\left(\frac{E}{4b}\right)^{2/3}. \tag{4}$$

*Proof.* A maximum of $\chi$ is a minimum of $y(P)=E/P+2bP^2$. Its derivatives are

$$y'=-\frac{E}{P^2}+4bP,\qquad y''=\frac{2E}{P^3}+4b.$$

The second derivative is positive for all $P>0$, so $y$ has at most one minimum. The first derivative vanishes at

$$P_m^3=\frac{E}{4b}. \tag{5}$$

To find the temperature, put $E=4bP_m^3$ into (3):

$$a_m=\frac{4bP_m^3}{P_m}-bP_m^2=4bP_m^2-bP_m^2=3bP_m^2.$$

Equation (5) gives $P_m^2=(E/4b)^{2/3}$, and division by $a_0$ gives the temperature. Since $a_m>0$, the shift is upward. ∎

**Remark on normalization.** If the energy is written $AP^2+BP^4-EP$, then $a=2A$ and $b=4B$. The same maximum then lies at $A_m=6B(E/16B)^{2/3}$. The exponent is unchanged, but the prefactor in (4) belongs to the factors $\tfrac12$ and $\tfrac14$ used here.

**Remark on the cause.** Differentiate (1) with respect to $a$ at fixed $E$: $0=P+(a+3bP^2)\,dP/da$, so $dP/da=-P\chi$. The first form of (2) then gives

$$\frac{d}{da}\frac1\chi=1+6bP\frac{dP}{da}=1-6bP^2\chi. \tag{6}$$

The term 1 is the softening of the quadratic coefficient on cooling. The other term is the stiffening caused by the polarization that the field induces. Far above $T_0$ the polarization is small, softening prevails, and the permittivity rises on cooling. At $T_0$ itself, $\chi=1/(3bP^2)$ and the right side of (6) is $1-2=-1$: stiffening has already won. The balance $6bP^2\chi=1$ must therefore be reached above $T_0$.

## Height and shape of the maximum

**Corollary 1.** The peak permittivity is half the zero-bias permittivity at the same temperature, and $2^{1/3}$ times the biased permittivity at $T_0$.

*Proof.* At the maximum,

$$\frac1{\chi_m}=a_m+3bP_m^2=6bP_m^2=2a_m,$$

whereas at zero bias $1/\chi=a_m$. At $T_0$, (1) gives $P=(E/b)^{1/3}$, so $1/\chi=3b(E/b)^{2/3}$. Hence

$$\frac{\chi_m}{\chi(T_0)}=\frac{3b(E/b)^{2/3}}{6b(E/4b)^{2/3}}=\frac{4^{2/3}}{2}=2^{1/3}.\ ∎$$

Written as a permittivity, the first statement is

$$\varepsilon_m\,(T_m-T_0)=\frac C2. \tag{7}$$

The height falls as $E^{-2/3}$ while the shift grows as $E^{2/3}$. Their product contains neither the field nor $b$.

**Corollary 2.** Near the maximum, to second order in $T-T_m$,

$$\frac{\varepsilon}{\varepsilon_m}\approx1-\frac14\left(\frac{T-T_m}{T_m-T_0}\right)^2. \tag{8}$$

*Proof.* Since $y'(P_m)=0$, the second derivative of $1/\chi$ with respect to $a$ is $y''(P_m)(dP/da)^2$. From (5), $y''(P_m)=8b+4b=12b$. Also $dP/da=-P_m\chi_m=-1/(6bP_m)$. The product is $12b/(36b^2P_m^2)=1/(3bP_m^2)=1/a_m$. Thus

$$\frac1\chi\approx2a_m+\frac{(a-a_m)^2}{2a_m}=2a_m\left[1+\frac{(a-a_m)^2}{4a_m^2}\right],$$

and inversion to the same order gives (8). ∎

A stronger bias thus gives a lower and broader maximum. The scale of the breadth is the shift itself.

**High-temperature limit.** When $a\gg a_m$, (1) gives $P\approx E/a$ and $1/\chi\approx a+3bE^2/a^2$. Equation (4) implies $a_m^3=27bE^2/16$, so the relative correction to the Curie–Weiss value of $1/\chi$ is $3bE^2/a^3=\tfrac{16}{9}(a_m/a)^3$. The bias loses its effect quickly once the temperature is several shifts above $T_0$.

**Remark on hysteresis.** A state with polarization against the field could spoil the comparison if it survived near the peak. Put $P=-Q$ with $Q>0$ in (1), giving $E=-aQ-bQ^3$. For $a<0$ the right side is greatest at $Q^2=-a/3b$, where it equals $3bQ^3-bQ^3=2bQ^3$. A metastable antiparallel state therefore requires $E<2b(-a/3b)^{3/2}$, or

$$a<-3b\left(\frac{E}{2b}\right)^{2/3}.$$

This lies below $T_0$, whereas the maximum lies above it. At the maximum the uniform equilibrium state is unique.

## Worked example: a tunable film

Take a film 200 nm thick with polarization normal to its plane. Its coefficients are effective ones that include clamping by the substrate. The rough values are $C=1.0\times10^5$ K, $T_0=250$ K and $b=4.0\times10^{-5}$ MV/cm per (µC/cm²)³. The Curie constant gives $a_0=1.1294\times10^{-4}$ MV/cm per µC/cm² per K. The bias is 0.10 MV/cm, or 2.0 V across the film.

From (5), with $P$ in µC/cm²,

$$P_m^3=\frac{0.10}{4\times4.0\times10^{-5}}=625,\qquad P_m=8.55.$$

Then $a_m=3\times4.0\times10^{-5}\times8.55^2=8.77\times10^{-3}$ MV/cm per µC/cm², and

$$T_m-T_0=\frac{8.772\times10^{-3}}{1.1294\times10^{-4}}=77.7\ \text{K}.$$

The maximum is at 327.7 K, or 54.5 °C. A numerical route that does not use (4) gives the same shift: equation (1) is solved for $P$ by root finding, $P(E)$ is differentiated by finite differences, and the maximum is searched for in temperature. That route gives shifts of 16.7, 34.8, 77.7 and 161.6 K at 0.01, 0.03, 0.10 and 0.30 MV/cm. A straight-line fit to their logarithms has slope 0.6667.

The peak permittivity is 644, against 1288 at the same temperature without bias and 511 at $T_0$ with bias. These show the ratios of Corollary 1. The antiparallel state exists only below 127 K, about 200 K under the maximum.

**The design decision.** Suppose the capacitor works at 300 K. Without bias its permittivity is $10^5/50=2000$ and falls by 2.0 % per kelvin on heating. At 0.10 MV/cm it is 623, a reduction of 69 %, and it now rises by 0.23 % per kelvin, because 300 K lies below the shifted maximum. Equation (8) predicts $643.8\,[1-\tfrac14(27.7/77.7)^2]=623.3$, close to the computed 623.1.

Equation (4) offers two ways to remove the first-order drift at 300 K. With the material fixed, invert it:

$$E=4b\left[\frac{a_0(T-T_0)}{3b}\right]^{3/2}=0.052\ \text{MV/cm}\quad\text{for }T-T_0=50\ \text{K}.$$

By (7) the permittivity there is $10^5/(2\times50)=1000$. With the bias fixed at 0.10 MV/cm instead, one chooses a composition with $T_0=300-78=222$ K, provided that $a_0$ and $b$ change little with composition. In this model, zero drift at a given bias goes with a permittivity of half the zero-bias value at that temperature.

The composition removes the drift at one bias only. With $T_0=222$ K, tuning the bias to 0.05 MV/cm brings back a drift of $-0.46$ % per kelvin at 300 K, and tuning it to 0.2 MV/cm gives $+0.15$ % per kelvin.

## Where the two-thirds law bends

**Proposition.** Let $r=gP_m^2/b$, with $P_m$ from (5). Adding $\tfrac16gP^6$ to $F$, with $g>0$, changes the shift by the fraction $+\tfrac73r$ to first order. Replacing $b$ by $b[1+\beta(T-T_0)]$ changes it by $-\tfrac13\beta(T_m-T_0)$ to first order.

*Proof, sixth-order term.* Now $E=aP+bP^3+gP^5$ and $1/\chi=a+3bP^2+5gP^4$. Eliminating $a$ gives $1/\chi=E/P+2bP^2+4gP^4$. Setting its derivative with respect to $P$ to zero gives

$$E=4bP^3+16gP^5,\qquad a=\frac EP-bP^2-gP^4=3bP^2+15gP^4. \tag{9}$$

The first equation reads $P^3(1+4gP^2/b)=P_m^3$, so $P^2\approx P_m^2(1-\tfrac83r)$. The second then gives $a\approx3bP_m^2(1-\tfrac83r+5r)=a_m(1+\tfrac73r)$.

*Proof, temperature-dependent $b$.* Write $b(a)=b(1+\kappa a)$ with $\kappa=\beta/a_0$, and let $u=b\kappa P^2$ be small. Differentiating $E=aP+b(a)P^3$ at fixed $E$ gives $dP/da=-P\chi(1+u)$. The condition $d(1/\chi)/da=0$ becomes

$$1+3u-6b(a)P^2\chi(1+u)=0.$$

Hence $1/\chi\approx6b(a)P^2(1-2u)$. Subtracting $3b(a)P^2$ leaves $a\approx3b(a)P^2(1-4u)$, and (1) gives $E\approx4b(a)P^3(1-3u)$. Therefore $P^2\approx[E/4b(a)]^{2/3}(1+2u)$ and

$$a\approx3b(a)^{1/3}\left(\frac E4\right)^{2/3}(1-2u).$$

The factor $b(a)^{1/3}$ contributes $1+\tfrac13\kappa a_m$, and to leading order $u=\tfrac13\kappa a_m$. The total is $1+\tfrac13\kappa a_m-\tfrac23\kappa a_m=1-\tfrac13\kappa a_m$, with $\kappa a_m=\beta(T_m-T_0)$. ∎

Both fractions scale as $E^{2/3}$ and vanish at weak field, so these two corrections leave (4) as the limiting law there. A built-in field or a spread of $T_0$, both treated below, spoils the law at weak field. The first does not fade with the bias, and the effect of the second fades far more slowly than $E^{2/3}$: with the 20 K spread used below, the shift at 0.001 MV/cm is 6.6 K instead of 3.6 K. For the film, take the rough values $g=2.4\times10^{-8}$ MV/cm per (µC/cm²)⁵, for which $r=0.044$, and $\beta=0.2$ % per kelvin. The first-order changes are $+10$ % and $-5$ %. Numerical search with the full terms gives shifts of 84.4 K and 73.4 K separately, and 80.7 K together. With both present, the local exponent, taken between fields a factor 1.1 below and above the stated one, is 0.668 at 0.001 MV/cm and 0.685 at 0.10 MV/cm.

**A second case: the tricritical point.** If $b=0$ and $g>0$, (9) gives $E=16gP^5$ and $a=15gP^4$, so

$$a_m=15g\left(\frac{E}{16g}\right)^{4/5}.$$

The exponent is now $\tfrac45$. A material with small positive $b$ follows the two-thirds law only while $gP_m^2\ll b$. For $b<0$ the zero-bias transition is discontinuous and (4) does not apply.

## The model beside a real film

The chosen coefficients are meant only as the order of magnitude for barium strontium titanate films. The zero-bias permittivity of 2000 at 300 K is high for a thin film. One assumption that real films break is that the whole voltage drops across uniform ferroelectric material. Let a thin interface layer of thickness $t$ and relative permittivity $\varepsilon_i$ lie in series with a film of thickness $d\gg t$. With the displacement approximated by $P$, the layer takes a share $\lambda P$ of the average field, where $\lambda=t/(\varepsilon_0\varepsilon_id)$. Equation (1) becomes $E=(a+\lambda)P+bP^3$. The reference temperature drops by $\lambda/a_0=Ct/(\varepsilon_id)$, while the field-induced shift is unchanged. For $t/\varepsilon_i=0.05$ nm the drop is $10^5\times0.05/200=25$ K, and the maximum moves from 328 K to 303 K. Of the effects sized here, this one moves the maximum most.

The others, each taken alone with rough inputs, are as follows.

- A built-in electrode voltage of 0.1 V adds 0.005 MV/cm. If it aids the bias, the total shift is 80.2 K. It also gives 10.5 K at zero applied voltage, so the displacement seen on applying the bias is 69.7 K instead of 77.7 K. Shifts plotted against applied field alone would then depart from a pure power law.
- Suppose regions side by side have a Gaussian spread of $T_0$ with standard deviation 20 K, and their permittivities are averaged at equal field. The maximum moves by about 1 K, to 328.8 K, and its height falls by 1.6 %. Averaging (8) gives nearly the same loss, $\tfrac14(20/77.7)^2=1.7$ %.
- A background permittivity of 10 is 1.6 % of the peak value.
- Assumption 3 asks for an isothermal probe. For a thermal conductivity near 2 W/(m K), a 200 nm film exchanges heat fast enough only below a few MHz; at higher frequencies the response is adiabatic. For a heat capacity of 2.5 to $3\times10^6$ J/(m³ K), this moves the maximum up by 0.7 to 0.8 K and lowers it by about 0.6 %.
- The bias is one tenth of a rough breakdown field of 1 MV/cm.

For the composition choice, an interface layer of this size thus matters more than the corrections to the two-thirds law. Its effect is proportional to $t/\varepsilon_i$, so a layer with one fifth of this value would lower the maximum by only 5 K. A design that relies on the absolute position of the maximum needs the reference temperature of the finished film, not that of the bulk material.
